# Interface Stress and Interface Free Energy: The Shuttleworth Relation: a numerical check

```python
"""Shuttleworth relation for a coherent interface, and its fluid limit.

Result under test:  f_ij = gamma*delta_ij + d(gamma)/d(strain_ij)
  gamma : excess free energy per current area, at fixed amounts of both phases
  f_ij  : excess in-plane tension, obtained independently from pair forces
Both phases share the in-plane strain; the normal traction is zero.
For a simple fluid interface the tension must equal gamma itself.
Solid model: fcc (001) layers with Morse pairs; species 0 = substrate, 1 = film.
Internal units are eV and nm; interface results are in J/m^2 = N/m.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, root
from scipy.special import gammaln, logsumexp

TO_SI = const.e / 1e-18              # eV/nm^2 -> J/m^2
TO_GPA = const.e / 1e-27 / 1e9       # eV/nm^3 -> GPa
K_B = const.k / const.e              # eV/K
LATTICE = np.array([0.543, 0.536])   # cubic lattice constants, nm
ALPHA = 13.0                         # Morse inverse range, 1/nm
DEPTH = np.array([[0.75, 0.68], [0.68, 0.80]])   # Morse depths, eV
RANGE = np.full((2, 2), 0.39)        # Morse minimum distances, set below
SIDE = LATTICE[0] / np.sqrt(2)       # side of the square surface cell, nm
IDENTITY = np.eye(2)


def square_grid(values):
    return np.array([(u, v) for u in values for v in values], float)


EVEN = square_grid(np.arange(-4, 5))
ODD = square_grid(np.arange(-4.5, 5))
NO_ORIGIN = EVEN[(EVEN**2).sum(1) > 0]
GRIDS = [NO_ORIGIN, ODD, EVEN, ODD, EVEN, ODD, EVEN]


def pairs(types, gaps, deform):
    """Yield the pairs between each layer and the layer m places above it."""
    index = np.arange(len(types))
    height = np.zeros(len(types))
    for m, grid in enumerate(GRIDS):
        partner = (index + m) % len(types)
        if m:
            height = height + gaps[(index + m - 1) % len(types)]
        planar = SIDE * grid @ deform.T
        r = np.sqrt((planar**2).sum(1)[None, :] + height[:, None]**2)
        r_min = RANGE[types, types[partner]][:, None]
        depth = DEPTH[types, types[partner]][:, None] * (1.0 if m else 0.5)
        yield m, partner, planar, height, r, depth, np.exp(-ALPHA*(r - r_min))


def stack(types, gaps, deform):
    """Energy, gradient in the layer gaps, and in-plane pair-force tensor."""
    index = np.arange(len(types))
    energy, gradient, tensor = 0.0, np.zeros(len(types)), np.zeros((2, 2))
    for m, _, planar, height, r, depth, x in pairs(types, gaps, deform):
        energy += (depth * (x*x - 2*x)).sum()
        slope_over_r = 2 * ALPHA * depth * (x - x*x) / r
        tensor += planar.T @ (slope_over_r.sum(0)[:, None] * planar)
        pull = slope_over_r.sum(1) * height
        for k in range(m):
            gradient[(index + k) % len(types)] += pull
    return energy, gradient, tensor


def relax(types, deform, vacuum=None):
    """Layer gaps at zero normal force; an optional last gap is vacuum."""
    free = len(types) - (vacuum is not None)

    def all_gaps(g):
        return g if vacuum is None else np.append(g, vacuum)

    answer = root(lambda g: stack(types, all_gaps(g), deform)[1][:free],
                  np.full(free, LATTICE[0] / 2), tol=1e-13)
    gaps = all_gaps(answer.x)
    assert np.abs(stack(types, gaps, deform)[1][:free]).max() < 1e-7
    return gaps


def excess(types, deform, vacuum=None):
    """gamma and tension tensor of one of the two equivalent boundaries."""
    energy, _, tensor = stack(types, relax(types, deform, vacuum), deform)
    for species in (0, 1):
        count = np.sum(types == species)
        if count:
            one = np.array([species])
            e_bulk, _, t_bulk = stack(one, relax(one, deform), deform)
            energy -= count * e_bulk
            tensor = tensor - count * t_bulk
    area = SIDE**2 * np.linalg.det(deform)
    return TO_SI * energy / (2*area), TO_SI * tensor / (2*area)


def strain_slope(function, deform, i, j, step=2e-4):
    """Derivative in strain component ij, measured from the current state."""
    change = np.zeros((2, 2))
    change[i, j] += step / 2
    change[j, i] += step / 2
    return (function((IDENTITY + change) @ deform)
            - function((IDENTITY - change) @ deform)) / (2*step)


# Set the Morse distances so that each free crystal has its lattice constant.
for species in (0, 1):
    one = np.array([species])
    own = IDENTITY * LATTICE[species] / LATTICE[0]
    own_gap = np.array([LATTICE[species] / 2])

    def normal_force(distance):
        RANGE[species, species] = distance
        return stack(one, own_gap, own)[1][0]

    near = LATTICE[species] / np.sqrt(2)
    RANGE[species, species] = brentq(normal_force, 0.95*near, 1.3*near,
                                     xtol=1e-14)
    assert np.abs(stack(one, own_gap, own)[2]).max() < 1e-5
RANGE[0, 1] = RANGE[1, 0] = (RANGE[0, 0] + RANGE[1, 1]) / 2

# Solid test: pair-force tension against strain derivatives of gamma.
bilayer = np.repeat([0, 1], 8)
distorted = np.array([[1.006, 0.008], [0.002, 0.997]])
worst = 0.0
for state in (IDENTITY, distorted):
    g_state, f_state = excess(bilayer, state)
    for i, j in ((0, 0), (1, 1), (0, 1)):
        slope = strain_slope(lambda d: excess(bilayer, d)[0], state, i, j)
        worst = max(worst, abs(f_state[i, j] - g_state*(i == j) - slope))
assert worst < 1e-4
shear_tension = f_state[0, 1]
assert abs(shear_tension) > 10 * worst      # the shear test is not empty
gamma, tension = excess(bilayer, IDENTITY)
f = tension[0, 0]
gamma_thick, tension_thick = excess(np.repeat([0, 1], 11), IDENTITY)
assert abs(gamma_thick - gamma) < 1e-4 and abs(tension_thick[0, 0] - f) < 1e-4
assert abs(f - gamma) > 0.1 * gamma         # a solid boundary is not a fluid

# Finite-temperature test: rigid layers, quadrature over two layer gaps.
T = 300.0
kT = K_B * T
gap_values = LATTICE[1] / 2 + np.linspace(-0.035, 0.035, 15)


def thermal_excess(deform):
    free_energy, mean_tensor = 0.0, np.zeros((2, 2))
    for kinds, weight in (((0, 1), 1.0), ((0, 0), -0.5), ((1, 1), -0.5)):
        samples = [stack(np.array(kinds), np.array([u, v]), deform)
                   for u in gap_values for v in gap_values]
        reduced = -np.array([s[0] for s in samples]) / kT
        log_z = logsumexp(reduced)
        probability = np.exp(reduced - log_z)
        free_energy -= weight * kT * log_z
        mean_tensor += weight * np.einsum(
            'n,nij->ij', probability, np.array([s[2] for s in samples]))
    area = SIDE**2 * np.linalg.det(deform)
    return TO_SI*free_energy/(2*area), TO_SI*mean_tensor/(2*area)


gamma_hot, tension_hot = thermal_excess(IDENTITY)
f_hot = gamma_hot + strain_slope(lambda d: thermal_excess(d)[0],
                                 IDENTITY, 0, 0)
assert abs(f_hot - tension_hot[0, 0]) < 5e-4

# Fluid test: stretch a square-gradient fluid at constant volume and amount.
KAPPA, BARRIER = 1.0, 0.5            # eV/nm and eV/nm^3
VOLUME, FILLING, POINTS = 8.0, 0.4, 600


def fluid_energy(area):
    """Minimum free energy (eV); both uniform phases have zero energy."""
    length = VOLUME / area
    dx = length / POINTS
    x = (np.arange(POINTS) + 0.5) * dx
    rate = np.sqrt(32 * BARRIER / KAPPA)
    density = 1 / (1 + np.exp(rate * (x - FILLING*length)))
    diagonal = np.full(POINTS, 2.0)
    diagonal[[0, -1]] = 1.0
    stiffness = KAPPA / dx * (np.diag(diagonal) - np.eye(POINTS, k=1)
                              - np.eye(POINTS, k=-1))
    multiplier = 0.0
    for _ in range(10):
        local = 32*BARRIER * density*(1 - density)*(1 - 2*density)
        residual = stiffness @ density + dx*(local - multiplier)
        missing = FILLING*length - dx*density.sum()
        matrix = np.zeros((POINTS + 1, POINTS + 1))
        matrix[:-1, :-1] = stiffness + np.diag(
            dx * 32*BARRIER * (1 - 6*density + 6*density**2))
        matrix[:-1, -1] = -dx
        matrix[-1, :-1] = dx
        update = np.linalg.solve(matrix, np.append(-residual, missing))
        density = density + update[:-1]
        multiplier += update[-1]
    assert np.abs(update[:-1]).max() < 1e-7
    well = 16*BARRIER * density**2 * (1 - density)**2
    return area * (dx*well.sum() + density @ stiffness @ density / 2)


stretch = 0.01
low, mid, high = [fluid_energy(a) for a in (1 - stretch, 1.0, 1 + stretch)]
fluid_gamma = TO_SI * mid
fluid_tension = TO_SI * (high - low) / (2*stretch)
fluid_formula = TO_SI * np.sqrt(32*KAPPA*BARRIER) / 6
assert abs(fluid_tension/fluid_gamma - 1) < 1e-3
assert abs(fluid_formula/fluid_gamma - 1) < 1e-3
assert abs(high/(1 + stretch) - low/(1 - stretch)) < 1e-4 * mid

# Matter exchange: exact counting for a lattice-gas film, energies in kT.
SITES, MOLECULES = 200000, 60000


def film_energy(sites, molecules):
    return -(gammaln(sites + 1) - gammaln(molecules + 1)
             - gammaln(sites - molecules + 1))


film_tension = film_energy(SITES+1, MOLECULES) - film_energy(SITES, MOLECULES)
film_mu = film_energy(SITES, MOLECULES+1) - film_energy(SITES, MOLECULES)
numbers = np.arange(SITES + 1)
film_grand = -logsumexp(film_mu*numbers - film_energy(SITES, numbers)) / SITES
film_helmholtz = film_energy(SITES, MOLECULES) / SITES
assert abs(film_tension - film_grand) < 1e-3
assert abs(film_tension - film_helmholtz) > 0.1

# Worked example: thin coherent film on the unstrained substrate.
FILM_NM = 2.0
cell_area = SIDE**2
film_type = np.array([1])
film_gap = relax(film_type, IDENTITY)
film_stress = (stack(film_type, film_gap, IDENTITY)[2][0, 0]
               / (cell_area * film_gap[0]) * TO_GPA)
film_force = film_stress * FILM_NM          # GPa nm = N/m
misfit = LATTICE[0] / LATTICE[1] - 1
biaxial_modulus = film_stress / misfit
one_percent = excess(bilayer, 1.01 * IDENTITY)[0]
linear_guess = gamma + 2 * (f - gamma) * 0.01
assert abs(one_percent - linear_guess) < 0.05 * gamma

# Neglected effect: classical vibrations, each node in its neighbours' field.


def log_stiffness(types, deform):
    gaps = relax(types, deform)
    matrix = np.zeros((len(types), 3, 3))
    for _, partner, planar, height, r, depth, x in pairs(types, gaps, deform):
        vector = np.empty(r.shape + (3,))
        vector[..., :2] = planar
        vector[..., 2] = height[:, None]
        first = 2*ALPHA*depth*(x - x*x) / r
        second = 2*ALPHA**2*depth*(2*x*x - x)
        block = np.einsum('nk,nki,nkj->nij', (second - first)/r**2,
                          vector, vector)
        block += first.sum(1)[:, None, None] * np.eye(3)
        matrix += block
        matrix[partner] += block
    sign, log_det = np.linalg.slogdet(matrix)
    assert np.all(sign > 0)
    return log_det.sum() / 2


def vibration_gamma(deform):
    value = log_stiffness(bilayer, deform)
    value -= 8 * sum(log_stiffness(np.array([k]), deform) for k in (0, 1))
    return TO_SI * kT * value / (2 * SIDE**2 * np.linalg.det(deform))


gamma_vib = vibration_gamma(IDENTITY)
f_vib = gamma_vib + strain_slope(vibration_gamma, IDENTITY, 0, 0)

# Neglected effect: the free surface of the film.
surface_gamma, surface_tension = excess(np.ones(10, int), IDENTITY, 3.0)

# Neglected effect: onset of edge dislocations, isotropic energy balance.
POISSON = 0.25
critical = 10.0
for _ in range(200):
    critical = (SIDE / (8*np.pi*(1 + POISSON)*misfit)
                * (np.log(critical/SIDE) + 1))
assert FILM_NM < critical

# Neglected effects: differential expansion and depletion-layer field energy.
EXPANSION, HEATING = 7e-6, 600.0     # 1/K and K, rough
thermal_force = biaxial_modulus * EXPANSION * HEATING * FILM_NM
DOPING_CM3, BENDING, PERMITTIVITY = 1e20, 0.6, 11.7
epsilon = PERMITTIVITY * const.epsilon_0
charge = const.e * DOPING_CM3 * 1e6
depletion = np.sqrt(2 * epsilon * BENDING / charge)
position = np.linspace(0, depletion, 2001)
field = charge * (depletion - position) / epsilon
field_energy = np.trapezoid(epsilon*field**2/2, position) \
    if hasattr(np, 'trapezoid') else np.trapz(epsilon*field**2/2, position)

print(f"Substrate, film lattice constants: {LATTICE[0]}, {LATTICE[1]} nm")
print(f"Morse inverse range: {ALPHA} 1/nm")
print(f"Morse depths 00, 11, 01: {DEPTH[0,0]}, {DEPTH[1,1]}, {DEPTH[0,1]} eV")
print(f"Morse distances 00, 11, 01: {RANGE[0,0]:.5f}, {RANGE[1,1]:.5f},"
      f" {RANGE[0,1]:.5f} nm")
print(f"Film misfit strain: {100*misfit:.3f} %")
print(f"Film biaxial modulus (secant): {biaxial_modulus:.1f} GPa")
print(f"Interface energy gamma, static: {gamma:.4f} J/m^2")
print(f"Interface stress f from pair forces: {f:.4f} N/m")
print(f"Strain slope of gamma, f - gamma: {f - gamma:.4f} J/m^2")
print(f"Main results in eV/nm^2: gamma {gamma/TO_SI:.3f}, f {f/TO_SI:.3f}")
print(f"Largest mismatch in solid relation: {worst:.1e} N/m")
print(f"Distorted state f_xx, f_yy, f_xy: {f_state[0,0]:.4f},"
      f" {f_state[1,1]:.4f}, {shear_tension:.5f} N/m")
print(f"gamma at +1% equibiaxial strain, computed: {one_percent:.5f} J/m^2")
print(f"gamma at +1% equibiaxial strain, linear: {linear_guess:.5f} J/m^2")
print(f"Rigid-layer test at {T:.0f} K, gamma: {gamma_hot:.4f} J/m^2")
print(f"Rigid-layer test, f from gamma: {f_hot:.5f} N/m")
print(f"Rigid-layer test, f from forces: {tension_hot[0,0]:.5f} N/m")
print(f"Fluid gradient coefficient: {KAPPA} eV/nm")
print(f"Fluid barrier: {BARRIER} eV/nm^3")
print(f"Fluid gamma from profile: {fluid_gamma:.5f} J/m^2")
print(f"Fluid tension from stretching: {fluid_tension:.5f} N/m")
print(f"Fluid gamma from closed formula: {fluid_formula:.5f} J/m^2")
print(f"Insoluble film coverage: {MOLECULES/SITES:.2f} molecules per site")
print(f"Insoluble film tension: {film_tension:.4f} kT per site")
print(f"Film grand potential: {film_grand:.4f} kT per site")
print(f"Film Helmholtz energy: {film_helmholtz:.4f} kT per site")
print(f"Silicide film thickness: {FILM_NM} nm")
print(f"Bulk film stress: {film_stress:.3f} GPa")
print(f"Bulk film force per length: {film_force:.3f} N/m")
print(f"Interface share f / film force: {100*f/film_force:.2f} %")
print(f"Apparent film stress from f: {1000*f/FILM_NM:.1f} MPa")
print(f"Stress error if gamma replaces f: {1000*(gamma-f)/FILM_NM:.1f} MPa")
print(f"Neglected vibrations at {T:.0f} K, in gamma: {gamma_vib:.4f} J/m^2")
print(f"Neglected vibrations at {T:.0f} K, in f: {f_vib:.4f} N/m")
print(f"Neglected film surface energy: {surface_gamma:.3f} J/m^2")
print(f"Neglected film surface stress: {surface_tension[0,0]:.3f} N/m")
print(f"Poisson ratio for dislocation estimate: {POISSON}")
print(f"Critical thickness for edge dislocations: {critical:.2f} nm")
print(f"Rough expansion difference: {EXPANSION:.1e} 1/K")
print(f"Heating above room temperature: {HEATING:.0f} K")
print(f"Film force change on heating: {thermal_force:.3f} N/m (magnitude)")
print(f"Doping: {DOPING_CM3:.0e} cm^-3")
print(f"Band bending: {BENDING} V")
print(f"Relative permittivity: {PERMITTIVITY}")
print(f"Depletion width: {depletion*1e9:.2f} nm")
print(f"Depletion field energy: {field_energy:.4f} J/m^2")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Substrate, film lattice constants: 0.543, 0.536 nm
Morse inverse range: 13.0 1/nm
Morse depths 00, 11, 01: 0.75, 0.8, 0.68 eV
Morse distances 00, 11, 01: 0.39738, 0.39293, 0.39516 nm
Film misfit strain: 1.306 %
Film biaxial modulus (secant): 135.4 GPa
Interface energy gamma, static: 0.5913 J/m^2
Interface stress f from pair forces: 0.2252 N/m
Strain slope of gamma, f - gamma: -0.3661 J/m^2
Main results in eV/nm^2: gamma 3.691, f 1.406
Largest mismatch in solid relation: 4.2e-08 N/m
Distorted state f_xx, f_yy, f_xy: 0.2404, 0.2235, -0.03020 N/m
gamma at +1% equibiaxial strain, computed: 0.58458 J/m^2
gamma at +1% equibiaxial strain, linear: 0.58397 J/m^2
Rigid-layer test at 300 K, gamma: 0.4503 J/m^2
Rigid-layer test, f from gamma: -0.19783 N/m
Rigid-layer test, f from forces: -0.19783 N/m
Fluid gradient coefficient: 1.0 eV/nm
Fluid barrier: 0.5 eV/nm^3
Fluid gamma from profile: 0.10681 J/m^2
Fluid tension from stretching: 0.10681 N/m
Fluid gamma from closed formula: 0.10681 J/m^2
Insoluble film coverage: 0.30 molecules per site
Insoluble film tension: -0.3567 kT per site
Film grand potential: -0.3567 kT per site
Film Helmholtz energy: -0.6108 kT per site
Silicide film thickness: 2.0 nm
Bulk film stress: 1.768 GPa
Bulk film force per length: 3.536 N/m
Interface share f / film force: 6.37 %
Apparent film stress from f: 112.6 MPa
Stress error if gamma replaces f: 183.0 MPa
Neglected vibrations at 300 K, in gamma: -0.0052 J/m^2
Neglected vibrations at 300 K, in f: -0.0170 N/m
Neglected film surface energy: 2.482 J/m^2
Neglected film surface stress: 0.869 N/m
Poisson ratio for dislocation estimate: 0.25
Critical thickness for edge dislocations: 2.79 nm
Rough expansion difference: 7.0e-06 1/K
Heating above room temperature: 600 K
Film force change on heating: 1.137 N/m (magnitude)
Doping: 1e+20 cm^-3
Band bending: 0.6 V
Relative permittivity: 11.7
Depletion width: 2.79 nm
Depletion field energy: 0.0089 J/m^2
ALL CHECKS PASSED
```
